Roth's formula for the conduction-band g factor from eight-band k·p theory, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The eight-band Hamiltonian in a magnetic field

### 1.1 Definitions and conventions

Hartree atomic units are used in the derivation: ħ, the free-electron mass and the elementary charge are 1. The electron has charge −1, so its kinetic momentum in a vector potential A is π = p + A, with p = −i∇ and B = ∇×A. The Bohr magneton is μ_B = 1/2. The Pauli matrices are σ_x, σ_y, σ_z, and the spin is σ/2. Cartesian indices are a, b, c or Greek letters, and a repeated Cartesian index is summed over.

The crystal has the zinc-blende structure and a direct gap at the zone centre. Three energies of the crystal without a field enter:

- the conduction edge, an s-like spin doublet, which is the zero of energy;
- the upper valence edge, fourfold degenerate with J = 3/2, at −E_g;
- the split-off edge, twofold degenerate with J = 1/2, at −E_g − Δ.

Both E_g and Δ are taken as positive. The g factor of the conduction edge is defined by the spin-dependent term of the effective Hamiltonian for a conduction electron in a weak uniform field,

H_Z = g μ_B B·(σ/2) = (g/4) σ·B.  (1)

With B along z, spin up has the energy +gB/4 and spin down −gB/4, so that

E_up − E_down = gB/2.  (2)

A positive g puts spin down lowest, as for a free electron; a negative g puts spin up lowest.

The one-electron Hamiltonian is

H = ½(σ·π)² + V(r) + H_so,  H_so = (1/4c²) (∇V × π)·σ,  (3)

where V is the periodic potential energy, c is the speed of light and H_so is the spin-orbit coupling. This is a mean-field description: the interaction among electrons enters through V alone. The first term of (3) corresponds to a free-spin g factor of 2, as shown next. The small radiative correction to that value, about 0.002, is neglected.

### 1.2 The commutator of the kinetic momenta

The components of π do not commute in a field, and the orbital part of the g factor comes from this fact. Multiplying out the commutator gives

[π_x, π_y] = [p_x, p_y] + [p_x, A_y] + [A_x, p_y] + [A_x, A_y].

The first and last terms vanish. For any function f(r), [p_x, f] = −i ∂f/∂x. The second term is therefore −i ∂A_y/∂x, and the third, which equals −[p_y, A_x], is +i ∂A_x/∂y. Together,

[π_x, π_y] = −i(∂A_y/∂x − ∂A_x/∂y) = −iB_z.

Cyclic permutation of the axes gives the other components:

[π_a, π_b] = −i ε_abc B_c.  (4)

The z component of the operator product π×π is π_xπ_y − π_yπ_x, which is the commutator just found. Hence

ε_abc π_a π_b = (π×π)_c = −iB_c.  (5)

For ordinary commuting vectors this product would be zero. Equation (5) contains the field and not the vector potential, so what follows from it does not depend on the gauge.

The Pauli matrices obey σ_aσ_b = δ_ab + i ε_abc σ_c. With (5),

½(σ·π)² = ½π² + (i/2) ε_abc π_aπ_b σ_c = ½π² + (i/2)(−i) σ·B = ½π² + ½σ·B.  (6)

Comparison of the last term with (1) gives g/4 = 1/2, or g = 2, for a free electron. This also fixes the relative sign of the spin term and of the orbital term found in Part 2, because both come from the same relation (5).

### 1.3 Envelope functions

Let u_n(r) be the lattice-periodic functions at the zone centre, spin included, normalized so that the average of u_m†u_n over a unit cell is δ_mn. A wave function near the band edges is written as

ψ(r) = Σ_n F_n(r) u_n(r),  (7)

where the envelopes F_n vary slowly from one cell to the next. In a magnetic field this requires the magnetic length 1/√B to be much longer than the lattice constant.

The derivative in π acts on both factors of a product Fu, while A multiplies the product once and may be assigned to F. Therefore

π_a(Fu) = (π_aF)u + F(p_au).

A second application of the same rule to each term gives

π²(Fu) = (π²F)u + 2(π_aF)(p_au) + F(p²u).  (8)

The factor 2 arises because the mixed term appears once from each of the two terms before it.

In H_so the same rule gives F times the spin-orbit operator acting on u, plus a term with ∇V × (πF). The second term contains the small momentum of the envelope in place of the momentum of u. It is the spin-orbit part of the interband velocity and is omitted here.

Put (6), (7) and (8) into Hψ = Eψ, multiply by u_m† and average over a cell, treating the envelopes as constant within it. The result is

Σ_n [ ⟨m|H_0|n⟩ + ½π² δ_mn + ½⟨m|σ|n⟩·B + π·⟨m|p|n⟩ ] F_n = E F_m,  (9)

with H_0 = ½p² + V + H_so taken at zero field, where π in H_so is replaced by p. The matrix elements are cell averages, and π acts on the envelopes. At zero field π becomes the wave vector k for a plane-wave envelope, and the last term in the bracket is the k·p coupling that gives the method its name.

Equation (9) still involves all the bands. The eight-band model keeps the conduction edge and the valence edge, and drops all others. This is an approximation about the crystal, separate from the weak-field expansion of Part 2.

### 1.4 The momentum matrix element

Without spin-orbit coupling the edge functions can be chosen real. The conduction function S is invariant under the tetrahedral point group, and the valence functions X, Y, Z transform like x, y, z. Each is multiplied by spin up or spin down, which makes eight functions.

Consider ⟨S|p_α|β⟩, with β one of X, Y, Z. A rotation by 180° about the z axis reverses x and y and keeps z, and the rotations about x and y act similarly. If α and β are different, the rotation about the axis α keeps p_α and reverses the function β, so the matrix element equals its own negative and vanishes. The threefold rotation that takes x to y, y to z and z to x makes the three remaining elements equal. Since the functions are real and p = −i∇, their common value is imaginary. The sign of S can be chosen so that

⟨S|p_α|β⟩ = −ip₀ δ_αβ,  ⟨β|p_α|S⟩ = +ip₀ δ_αβ,  p₀ > 0.  (10)

The second relation is the complex conjugate of the first. The strength of the coupling is usually stated as an energy,

E_P = 2p₀²,  (11)

which is 2p₀²/m when the electron mass m is written out.

No other momentum elements survive among the eight functions. The element ⟨S|p|S⟩ vanishes because some 180° rotation reverses each component of p and leaves S unchanged. For ⟨α|p_β|γ⟩ within the valence set, the three 180° rotations permit a nonzero value when the three indices are all different, as in ⟨X|p_y|Z⟩. The tetrahedral group contains the mirror operation that exchanges x and z, which requires ⟨X|p_y|Z⟩ = ⟨Z|p_y|X⟩. But p is Hermitian and imaginary in a basis of real functions, so its matrix is antisymmetric, and ⟨X|p_y|Z⟩ = −⟨Z|p_y|X⟩. Both hold if the element is zero. The other elements of this type follow by relabelling the axes.

### 1.5 The spin-orbit splitting of the valence edge

At zero field the spin-orbit operator is (1/4c²) K·σ, with K = ∇V × p. K is Hermitian and, between real functions, imaginary; its matrices are therefore antisymmetric. Under rotations K behaves as a vector, so the 180° rotations leave elements ⟨α|K_γ|β⟩ with three different indices, and the threefold rotation relates their values. The valence block of K_γ is thus proportional to ε_γαβ, with an imaginary factor.

Between S and the valence functions, the rotations would permit ⟨S|K_z|Z⟩. The mirror operation that exchanges x and y leaves S and Z unchanged but reverses K_z, because a cross product is an axial vector. This element vanishes, and so do its partners. The diagonal element of K in S vanishes because the matrix is antisymmetric. Spin-orbit coupling therefore does not act on the conduction edge within the eight functions.

The matrices with elements proportional to ε_γαβ are those of an angular momentum of one unit. The operator L_z = −i(x ∂/∂y − y ∂/∂x) gives

L_z x = iy,  L_z y = −ix,  L_z z = 0,

and cyclic permutation gives L_x and L_y. In the basis x, y, z this reads

(L_γ)_αβ = −i ε_γαβ.  (12)

For example, the element with γ = z, α = y, β = x is −i ε_zyx = i, as required by L_z x = iy. The valence block of the Hamiltonian is then a constant plus a multiple of L·σ, where L acts on the labels X, Y, Z.

The eigenvalues of L·σ follow from its square. The product rule for Pauli matrices gives

(L·σ)² = L² + iσ·(L×L).

The functions x, y, z span a space that L does not leave, so the matrices (12) obey the usual relation L×L = iL. On this space L² = 1·(1+1) = 2. Hence

(L·σ)² = 2 − L·σ.  (13)

An eigenvalue λ satisfies λ² + λ − 2 = (λ − 1)(λ + 2) = 0, so λ is 1 or −2. The trace of L·σ over the six states is zero, which requires four states with λ = 1 and two with λ = −2. In terms of J = L + σ/2,

J² = L² + L·σ + 3/4 = 11/4 + L·σ.

This is 15/4 for λ = 1 and 3/4 for λ = −2. The four states have J = 3/2 and the two have J = 1/2.

The valence block must have the eigenvalue −E_g for λ = 1 and −E_g − Δ for λ = −2. The difference, Δ, is spread over three units of λ, so the coefficient of L·σ is Δ/3:

H_v = −E_g − Δ/3 + (Δ/3) L·σ.  (14)

At λ = 1 the last two terms cancel; at λ = −2 they add up to −Δ.

### 1.6 The inverse of the valence block

Part 2 needs the positive matrix G = (−H_v)⁻¹, whose eigenvalues are 1/E_g and 1/(E_g + Δ). The projectors on the two multiplets are linear functions of L·σ that equal 1 on one and 0 on the other:

Π_3/2 = (2 + L·σ)/3,  Π_1/2 = (1 − L·σ)/3.  (15)

Therefore

G = Π_3/2/E_g + Π_1/2/(E_g + Δ).  (16)

The elements of G between the orbital labels α and β are 2×2 matrices in spin. By (12), (L·σ)_αβ = −i ε_γαβ σ_γ, which equals −i ε_αβγ σ_γ because a cyclic permutation leaves ε unchanged. Collecting the terms of (16) with and without L·σ gives

G_αβ = (δ_αβ/3) [2/E_g + 1/(E_g + Δ)] − (i/3) ε_αβγ σ_γ [1/E_g − 1/(E_g + Δ)].  (17)

The first part is symmetric in α and β and does not involve spin. The second is antisymmetric and linear in σ, and it is present when the two valence edges have different energies.

## Part 2. The effective mass, the g factor and InSb

### 2.1 What is carried over

The electron has charge −1 and kinetic momentum π = p + A, with ε_abc π_aπ_b = −iB_c, equation (5). The conduction edge lies at energy 0, and the valence edges at −E_g (J = 3/2) and −E_g − Δ (J = 1/2). The conduction function S couples to the valence functions X, Y, Z through the single constant p₀ of (10), and E_P = 2p₀². The valence block is H_v, equation (14), and G = (−H_v)⁻¹ is given by (17). The g factor is defined by the term (g/4)σ·B.

### 2.2 Elimination of the valence envelopes

Let F_c be the two-component conduction envelope and F_α, with α = x, y, z, the three two-component valence envelopes. With (10) and (14), the general equation (9) becomes

E F_c = (½π² + ½σ·B) F_c − ip₀ π_α F_α,  (18)

E F_α = (H_v)_αβ F_β + (½π² + ½σ·B) F_α + ip₀ π_α F_c.  (19)

For a low Landau level near the conduction edge, E, π² and σ·B are all of first order in B. In (19) they multiply F_α and stand beside H_v, whose eigenvalues are at least E_g in magnitude. To leading order they can be dropped there:

−(H_v)_αβ F_β = ip₀ π_α F_c,

which is solved by

F_α = ip₀ G_αβ π_β F_c.  (20)

The matrix G contains no position or momentum operator, so it can be moved past π. Its spin matrices act on F_c, and the order of the two momentum components must be kept. Inserting (20) into (18), with (−ip₀)(ip₀) = p₀², gives E F_c = H_c F_c with

H_c = ½π² + ½σ·B + p₀² π_α π_β G_αβ.  (21)

The last term is of first order in B. The neglected terms change it by a relative amount of order B, and so change the energy by order B². The squared norm of the valence envelopes, which (20) shows to be of order B because π is of order √B, also matters first at order B². The mass and the g factor at the band edge are therefore the B → 0 results of the eight-band model, without a further approximation.

### 2.3 The symmetric part: effective mass

The part of (17) with δ_αβ turns π_απ_β into π². Since p₀² = E_P/2, its contribution to (21) is

(E_P/6) [2/E_g + 1/(E_g + Δ)] π².

Added to ½π², this gives π²/(2m*) with

1/m* = 1 + (E_P/3) [2/E_g + 1/(E_g + Δ)].  (22)

The valence states lie below the conduction edge and push it upwards as the momentum grows, which makes the conduction electron lighter than a free one.

The elimination of the valence envelopes has given the effective Hamiltonian (21), and the symmetric part of G has given the effective mass (22). It remains to find the g factor from the antisymmetric part and to evaluate it for InSb.
